# Stability of the Verlet step in extended-Lagrangian Born–Oppenheimer dynamics, part 1

(Sections cited here and not found follow in the second part.)

## 1. The choice to be made

A run of extended-Lagrangian Born–Oppenheimer dynamics needs a time step $\delta t$ and a frequency $\omega$ for the auxiliary density, and the two enter the electronic recurrence only as $\kappa=\delta t^2\omega^2$. A large $\kappa$ is wanted, because the error with which the auxiliary density follows a slowly moving ground state falls as $1/\omega^2$, that is as $1/\kappa$ at fixed $\delta t$ (part 7). Too large a $\kappa$ makes that error grow exponentially. The limit depends on the self-consistent-field (SCF) map, whose spectrum is not known before the run, so one wants the largest $\kappa$ that is safe for a whole class of maps.

That value is $\kappa=2$, but the class is smaller than that of all contracting maps. The Jacobian of the map must also be diagonalizable with real eigenvalues. A contracting map with a complex eigenvalue is unstable for every $\kappa>0$.

## 2. Setting and statement

Hartree atomic units are used. The auxiliary density $n$ is a real vector of finite dimension, for example the independent elements of a density matrix. The SCF map $F$ takes $n$ through a fixed number of SCF cycles and has the ground state as fixed point, $F(\rho^*)=\rho^*$. The method is defined by the equation of motion $\ddot n=\omega^2\,(F(n)-n)$. Replacing $\ddot n$ by the central second difference over $\delta t^2$ gives the Verlet step

$$n_{k+1}=2n_k-n_{k-1}+\kappa\,\big(F(n_k)-n_k\big).\tag{1}$$

Let $\delta_k=n_k-\rho^*$ and $\Gamma=F'(\rho^*)$, with $\rho^*$ and $\Gamma$ held fixed. To first order $F(n_k)-n_k=\Gamma\delta_k-\delta_k$, and $\rho^*$ cancels from the other terms because $2-1=1$:

$$\delta_{k+1}-2\delta_k+\delta_{k-1}=-\kappa(1-\Gamma)\,\delta_k .\tag{2}$$

"Stable" means that every solution of (2) is bounded. "Contracting" means that all eigenvalues of $\Gamma$ have $|\gamma|<1$, so that the plain iteration $n\to F(n)$ converges near $\rho^*$.

**Statement.** For $\kappa>0$, (2) is stable if and only if $\Gamma$ is diagonalizable, its eigenvalues are real, and $0<\kappa(1-\gamma_j)<4$ for each. Hence (2) is stable for every contracting $\Gamma$ that is diagonalizable with real spectrum if and only if $\kappa\le2$.

## 3. One mode

Take $\delta_k=x_kv$ with $\Gamma v=\gamma v$, and set $a=\kappa(1-\gamma)$. Then $x_{k+1}-(2-a)x_k+x_{k-1}=0$, and $x_k=\lambda^k$ solves it when

$$\lambda^2-(2-a)\lambda+1=0,\qquad \lambda_+\lambda_-=1,\qquad \lambda_++\lambda_-=2-a.\tag{3}$$

The product is 1 because (2) is unchanged under $k\to-k$. If one root lies inside the unit circle, the other lies outside and gives a growing solution. Boundedness therefore needs $\lambda_\pm=e^{\pm i\theta}$ with real $\theta$, and the sum rule reads

$$\cos\theta=1-\frac a2,\qquad \sin^2\theta=1-\Big(1-\frac a2\Big)^2=a\Big(1-\frac a4\Big).\tag{4}$$

So $a$ must be real and lie in $[0,4]$. For complex $v$ the real part of a growing complex solution, or its imaginary part, is a growing real solution, so the condition binds real densities too. No choice of $\kappa$ gives damping: the best case is neutral oscillation.

For $0<a<4$ the roots are distinct and $x_k=A\cos(k\theta+\varphi)$ is bounded.

At the end points the root is double. For $a=0$ the solution is $x_k=x_0+k(x_1-x_0)$. For $a=4$, put $x_k=(-1)^ky_k$; the recurrence $x_{k+1}+2x_k+x_{k-1}=0$ becomes $y_{k+1}-2y_k+y_{k-1}=0$ with $y_0=x_0$, $y_1=-x_1$, so

$$x_k=(-1)^k\big[x_0-k(x_0+x_1)\big].$$

Both grow linearly and are excluded. With $x_0=0.3$, $x_1=0.4$ this gives $x_{201}=-(0.3-201\times0.7)=140.4$, as direct iteration at $\kappa=2$, $\gamma=-1$ does.

For $a>4$ write $\lambda_\pm=-e^{\pm\eta}$; the sum rule gives $-2\cosh\eta=2-a$, so the error changes sign at each step and grows at the rate

$$\eta=\operatorname{arccosh}\Big(\frac a2-1\Big)\quad\text{per step}.\tag{5}$$

For $a<0$, which means $\gamma>1$, the roots are $e^{\pm\eta}$ with $\cosh\eta=1-a/2$, and the error grows without oscillating.

## 4. All modes, and the bound $\kappa\le2$

**Diagonalizability is necessary.** Suppose $\Gamma v_1=\gamma v_1$ and $\Gamma v_2=\gamma v_2+c\,v_1$ with $c\ne0$, the start of a Jordan chain, and let $0<a<4$, since otherwise $v_1$ alone is unstable. Insert $\delta_k=x_kv_1+y_kv_2$ in (2). The $v_2$ component is the free mode equation, solved by $y_k=e^{ik\theta}$. The $v_1$ component is $x_{k+1}-2\cos\theta\,x_k+x_{k-1}=\kappa c\,y_k$, driven at its own frequency. Try $x_k=bke^{ik\theta}$; after division by $e^{ik\theta}$ the left side is

$$b\big[(k+1)e^{i\theta}-2k\cos\theta+(k-1)e^{-i\theta}\big]=2ib\sin\theta ,$$

so $b=\kappa c/(2i\sin\theta)$. Real parts give $y_k=\cos k\theta$ and $x_k=\kappa c\,k\sin k\theta/(2\sin\theta)$, which is unbounded. The matrix $\Gamma=\begin{pmatrix}0&c\\0&0\end{pmatrix}$ with $c=0.5$ has norm $0.5$ and contracts in the strictest sense. At $\kappa=2$ it has $\theta=\pi/2$ and $x_{201}=0.5\times201=100.5$.

**The conditions are sufficient.** If $\Gamma=S\Lambda S^{-1}$ with real $S$ and real diagonal $\Lambda$, the components of $S^{-1}\delta_k$ obey independent mode equations, each bounded. A conserved quantity makes this quantitative. Let $G=S^{-T}S^{-1}$, which is positive definite, and $\langle u,w\rangle_G=u^TGw$. Then $G\Gamma=S^{-T}\Lambda S^{-1}$ is symmetric, so $\Gamma$ and $A=\kappa(1-\Gamma)$ are self-adjoint in this product. Conversely, if $G\Gamma$ is symmetric for some positive definite $G$, then $G^{1/2}\Gamma G^{-1/2}=G^{-1/2}(G\Gamma)G^{-1/2}$ is symmetric, and $\Gamma$ is diagonalizable with real spectrum. Write the left side of (2) as $d_k-d_{k-1}$ with $d_k=\delta_{k+1}-\delta_k$, and take the product with $d_k+d_{k-1}=\delta_{k+1}-\delta_{k-1}$:

$$\|d_k\|_G^2-\|d_{k-1}\|_G^2=-\langle\delta_{k+1},A\delta_k\rangle_G+\langle\delta_{k-1},A\delta_k\rangle_G .$$

Self-adjointness turns the last term into $\langle\delta_k,A\delta_{k-1}\rangle_G$, so

$$I=\|\delta_{k+1}-\delta_k\|_G^2+\langle\delta_{k+1},A\delta_k\rangle_G\tag{6}$$

does not depend on $k$. In $G$-orthonormal eigenvectors $I=\sum_jI_j$, and for one mode, with $a-2=-2\cos\theta$,

$$I_j=x_{k+1}^2+x_k^2-2\cos\theta_j\,x_kx_{k+1}=(x_{k+1}-\cos\theta_j\,x_k)^2+\sin^2\theta_j\,x_k^2 .$$

Dropping the first square gives $x_k^2\le I_j/\sin^2\theta_j$, and summing with (4),

$$\|\delta_k\|_G^2\le\frac{I}{\min_ja_j(1-a_j/4)} .\tag{7}$$

**The universal value.** For real $\gamma\in(-1,1)$ one has $0<1-\gamma<2$, so $0<a<2\kappa$ strictly. If $\kappa\le2$, then $a<4$ for all such $\gamma$. If $\kappa>2$, then $1-4/\kappa>-1$, and any $\gamma$ with $-1<\gamma\le1-4/\kappa$, $\gamma<1$, is contracting and has $a\ge4$. This proves the statement. A single map with lowest eigenvalue $\gamma_{\min}$ allows

$$\kappa<\kappa_c=\frac4{1-\gamma_{\min}},\tag{8}$$

which is 4 for a fully converged SCF, $\Gamma=0$.

The limit is set by negative eigenvalues. A map with $\gamma<0$ overshoots, the restoring term $F(n)-n=-(1-\gamma)\delta$ is up to twice as stiff as for a converged SCF, and the stiffest mode decides. At $\kappa=2$, (2) becomes $\delta_{k+1}=2\Gamma\delta_k-\delta_{k-1}$, the Chebyshev recurrence in $\Gamma$, with $\cos\theta_j=\gamma_j$: the interval of stability coincides with the real interval of SCF convergence. The denominator in (7) is then $1-\max_j\gamma_j^2$, so the bound is not uniform over the class and diverges as $\gamma\to\pm1$.

**Complex eigenvalues.** For $\gamma=\gamma'+i\gamma''$, (4) holds with complex $\theta$, and $|\lambda_\pm|=e^{\mp\operatorname{Im}\theta}$, so $\eta=|\operatorname{Im}\theta|$, nonzero whenever $\gamma''\neq0$. For $0<\kappa(1-\gamma')<4$ and $\kappa|\gamma''|\ll\sin^2\theta_0$ put $\theta=\theta_0+i\tau$ with $\cos\theta_0=1-\kappa(1-\gamma')/2$. To first order $\cos\theta=\cos\theta_0-i\tau\sin\theta_0$ must equal $\cos\theta_0+i\kappa\gamma''/2$, so

$$\eta\approx\frac{\kappa\,|\gamma''|}{2\sin\theta_0}.\tag{9}$$

For $\gamma=0.3+0.01i$ and $\kappa=2$ this is $0.01/\sqrt{0.91}=0.0104828$ against the exact $0.0104826$. Such eigenvalues belong to a $2\times2$ rotation scaled by $|\gamma|<1$, again a contraction in norm.

## 5. When the spectrum is real: closed-shell Hartree–Fock

Work in a fixed real orthonormal basis, the canonical orbitals of the solution, with $i,j$ occupied and $a,b$ virtual as indices. The auxiliary density is a real symmetric matrix $P$, half the spin-summed density matrix, and need not be idempotent. The Fock matrix is

$$f_{pq}[P]=h_{pq}+\sum_{rs}P_{rs}\big[2(pq|rs)-(pr|qs)\big],$$

and $F(P)$ is the projector on the lowest eigenvectors of $f[P]$. At the fixed point $P_0$, $f$ is diagonal with elements $\varepsilon_p$, and all gaps $\Delta_{ia}=\varepsilon_a-\varepsilon_i$ are assumed positive.

Let $\delta f$ be a change of the Fock matrix and $\delta D$ the change of the projector. Idempotency gives $P_0\,\delta D+\delta D\,P_0=\delta D$ at first order. Its occupied–occupied block reads $2\delta D_{ij}=\delta D_{ij}$ and its virtual–virtual block $0=\delta D_{ab}$, so both vanish. The projector commutes with the Fock matrix, so $[f,\delta D]+[\delta f,P_0]=0$. The $(i,a)$ element of the first commutator is $(\varepsilon_i-\varepsilon_a)\delta D_{ia}$, and that of the second is $0-\delta f_{ia}$, hence

$$\delta D_{ia}=-\delta f_{ia}/\Delta_{ia}.\tag{10}$$

Split $\delta P$ into amplitudes $x_{jb}=\delta P_{jb}=\delta P_{bj}$ and the remainder $r$, the occupied–occupied and virtual–virtual elements. Each $x_{jb}$ enters $\delta f_{ia}$ twice: $(r,s)=(j,b)$ gives $2(ia|jb)-(ij|ab)$, and $(b,j)$ gives $2(ia|bj)-(ib|aj)$. With real orbitals

$$K_{ia,jb}=4(ia|jb)-(ij|ab)-(ib|ja),\qquad \Gamma_{ov}=-\Delta^{-1}K,\tag{11}$$

where $\Delta$ is the diagonal matrix of gaps. Exchanging $ia$ with $jb$ maps each integral onto itself, so $K$ is symmetric. Then $\Delta\Gamma_{ov}=-K$ is symmetric: $\Gamma_{ov}$ is self-adjoint in $G=\Delta$, and its eigenvalues are those of $-\Delta^{-1/2}K\Delta^{-1/2}$. They lie below $1$ if $\Delta+K$ is positive definite and above $-1$ if $\Delta-K$ is.

The remainder also changes $f_{ia}$, while the output has no remainder at first order. The full Jacobian maps $(x,r)\to(\Gamma_{ov}x+Cr,\;0)$, with $C$ given by (10). If $\Gamma_{ov}$ is invertible, set $u=x+\Gamma_{ov}^{-1}Cr$. The image of $u$ is $\Gamma_{ov}x+Cr=\Gamma_{ov}u$, so in the variables $(u,r)$ the Jacobian is block diagonal with blocks $\Gamma_{ov}$ and $0$, and it is diagonalizable. Two things follow. The spectrum always contains $\gamma=0$, so $\gamma_{\min}\le0$ and $\kappa_c\le4$. And if $\Gamma_{ov}$ had a null direction that $C$ feeds, there would be a Jordan block.

Three modifications keep the spectrum real.

- Linear mixing, $F_\alpha=(1-\alpha)P+\alpha F(P)$, has Jacobian $1-\alpha(1-\Gamma)$ and the same eigenvectors. Since $F_\alpha-P=\alpha(F-P)$, in (1) it is the replacement $\kappa\to\alpha\kappa$.
- A level shift adds $\mu(1-P)$ to $f$. The gaps become $\Delta+\mu$ and $\delta f_{ia}=((K-\mu)x)_{ia}$, so $\Gamma_{ov}=-(\Delta+\mu)^{-1}(K-\mu)$, self-adjoint in $\Delta+\mu$, and $1-\Gamma_{ov}=(\Delta+\mu)^{-1}(\Delta+K)$.
- With $m$ cycles the chain rule gives $\Gamma^m$. For even $m$ and a diagonalizable $\Gamma$ with real contracting spectrum, $0\le\gamma^m<1$, so $0<a\le\kappa$ and every $\kappa<4$ is stable.

A general preconditioner, $P+M(F(P)-P)$, has $1-\Gamma_M=M(1-\Gamma)$, and reality is no longer guaranteed; part 6 contains a case where it is lost.

## 6. Worked example: the magnesium atom

The system is Mg at the restricted Hartree–Fock level in the cc-pVDZ basis, with one diagonalization as $F$. There are 18 orbitals, 6 occupied, so $6\times12=72$ amplitudes $x$ among $18\times19/2=171$ independent elements, leaving 99 in $r$. The energy is $-199.608\ E_h$ and the smallest gap is $0.0448+0.2530=0.2978\ E_h$. These values belong to the basis: cc-pVQZ gives $-199.614\ E_h$ and a gap of $0.282\ E_h$, and aug-cc-pVTZ a gap of $0.267\ E_h$. The cc-pVDZ numbers for Mg come from the numerical check printed below.

This part has shown that $\kappa\le2$ is the exact condition for stability over all contracting maps whose Jacobian is diagonalizable with real spectrum, and that the closed-shell Hartree–Fock map has a real spectrum when all its occupied–virtual gaps are positive. What remains is the numerical test on the magnesium atom, the error for a moving ground state, and the cases the result does not cover.

All numerical values are calculated from the stated model.
